\section*{The Fukui function and orbital relaxation in Kohn-Sham theory, part 1}

(Sections cited here and not found follow in the second part.)

\section{Where the density changes when an atom gives up charge}

Consider an atom or molecule that gives up a small amount of electronic charge while the external potential, and with it the positions of the nuclei, is held fixed. The place from which the charge is taken is described by the Fukui function
\begin{equation}
f(\mathbf r)=\left(\frac{\partial n(\mathbf r)}{\partial N}\right)_{v},
\label{def}
\end{equation}
the change of the ground-state density $n$ with the electron number $N$ at fixed external potential $v$. Since $\int n\,d^3r=N$, it obeys $\int f\,d^3r=1$.

In Kohn-Sham theory the density is a sum over orbitals $\phi_i$ with occupations $o_i$,
\begin{equation}
n(\mathbf r)=\sum_i o_i\,\phi_i(\mathbf r)^2 ,
\label{ksn}
\end{equation}
and a small change of $N$ alters the occupation of the frontier level only. This suggests the identification
\begin{equation}
f(\mathbf r)\overset{?}{=}n_H(\mathbf r),
\label{claim}
\end{equation}
where $n_H$ is the density of the frontier orbital, normalized to one. If (\ref{claim}) held, $f$ would be non-negative everywhere, it would vanish on the nodes of the frontier orbital, and removing charge could never raise the density at any point. The identification differentiates the occupations in (\ref{ksn}) and leaves the orbitals untouched, although the orbitals are eigenfunctions of a potential that depends on $n$.

Hartree atomic units are used throughout. The theory is spin-unpolarized, so $i$ labels real spatial orbitals and $0\le o_i\le2$.

\section{A counter-example: the selenium atom}

\subsection{The model}

The atom has $Z=34$ and the configuration $[\mathrm{Ar}]\,3d^{10}4s^24p^{4+\delta}$, so that $N=34+\delta$. It is treated without relativity, with a point nucleus, in the spin-unpolarized local density approximation (LDA) with Slater exchange and Perdew-Wang correlation, and the $4p$ electrons are spread evenly over the three $4p$ orbitals. This is a defined model. It is not the spin-polarized ground term of the real atom. Because the $4p$ shell is partly filled, $\delta$ can take either sign and the derivative (\ref{def}) is two-sided.

Write each orbital as $r^{-1}u_{nl}(r)$ times a real spherical harmonic, with $\int_0^\infty u_{nl}^2\,dr=1$. A shell holding $q_{nl}$ electrons puts $q_{nl}/(2l+1)$ in each of its orbitals, and the squares of the $2l+1$ harmonics add up to $(2l+1)/4\pi$. The factors $2l+1$ cancel:
\begin{equation}
n(r)=\sum_{nl}q_{nl}\,\frac{u_{nl}(r)^2}{4\pi r^2},\qquad
n_H(r)=\frac{u_{4p}(r)^2}{4\pi r^2}.
\label{radn}
\end{equation}
The radial functions solve
\begin{equation}
\left[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v_s(r)\right]u_{nl}=\varepsilon_{nl}u_{nl},
\qquad v_s=-\frac Zr+v_{\rm H}+v_{\rm xc}.
\label{radeq}
\end{equation}
For a spherical density only the angular average of the Coulomb kernel enters $v_{\rm H}$. With $x$ the cosine of the angle between $\mathbf r$ and $\mathbf r'$,
\begin{equation}
\frac12\int_{-1}^{1}\frac{dx}{\sqrt{r^2+r'^2-2rr'x}}
=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{r_>},
\label{rgt}
\end{equation}
where $r_>$ is the larger of $r$ and $r'$, since the numerator equals twice the smaller one. Hence $v_{\rm H}(r)=\int_0^\infty \rho(r')\,r_>^{-1}dr'$ with the radial density $\rho=4\pi r^2n$. The LDA potential is $v_{\rm xc}=d(ne_{\rm xc})/dn$ at the local density, $e_{\rm xc}$ being the exchange-correlation energy per electron of the uniform gas.

The equations were solved by expanding $u_{nl}$ and $r v_{\rm H}$ in B-splines on exponentially spaced knots in a large spherical box, with Gauss-Legendre quadrature for the matrix elements and Anderson mixing for self-consistency. At $\delta=0$ the valence levels are $\varepsilon_{4p}=-0.2458$, $\varepsilon_{4s}=-0.6212$ and $\varepsilon_{3d}=-2.011$ Ha, and the next $s$ level is $\varepsilon_{3s}=-7.547$ Ha. The $4p$ level is the highest occupied one.

\subsection{What the identification predicts}

Near the nucleus the centrifugal term dominates (\ref{radeq}) for $l>0$. The equation becomes $u''\simeq l(l+1)u/r^2$, a power $r^s$ solves it when $s(s-1)=l(l+1)$, and the regular root is $s=l+1$. Thus $u_{4p}\propto r^2$, $n_H\propto r^2$ and $n_H(0)=0$. The function $u_{4p}$ also has two radial nodes, found at $r=0.2106$ and $r=0.7447$ bohr. Equation (\ref{claim}) predicts $f=0$ at these three places and $f>0$ elsewhere.

\subsection{What the definition gives}

The derivative (\ref{def}) can be taken directly from self-consistent solutions at $\delta=\pm h$ and $\delta=\pm h/2$, with $h=0.02$. A Taylor expansion in $\delta$ gives for the central difference
\begin{equation}
D(h)=\frac{n_{+h}-n_{-h}}{2h}=f+\frac{h^2}{6}\,\partial_N^3n+O(h^4),
\end{equation}
because the even orders cancel. In $D(h/2)$ the $h^2$ term is four times smaller, so it drops out of the Richardson combination
\begin{equation}
\frac{4D(h/2)-D(h)}{3}=f+O(h^4).
\label{rich}
\end{equation}
No response theory enters this number. At the three zeros of $n_H$ it gives
\begin{align}
f(0)&=-2.033\ \text{bohr}^{-3}=-13.7\ \text{\AA}^{-3},\nonumber\\
f(0.2106)&=-8.3\times10^{-3}\ \text{bohr}^{-3},\label{fd}\\
f(0.7447)&=-4.0\times10^{-4}\ \text{bohr}^{-3}.\nonumber
\end{align}
All three values are negative. Taking $0.02$ electron out of the $4p$ shell raises the density at the nucleus by $0.02\times2.033=0.041$ bohr$^{-3}$, which is $0.041/26985=1.5\times10^{-6}$ of the density $n(0)=26985$ bohr$^{-3}$ already there. The effect is small against the total density, but its sign is one that (\ref{claim}) forbids.

The failure is not confined to the zeros of $n_H$. The integrated absolute difference is
\begin{equation}
\int|f-n_H|\,d^3r=0.719 .
\end{equation}
Both functions integrate to one, so the positive and negative parts of $f-n_H$ hold equal charge, $0.719/2=0.36$ electron each. For every electron added, $0.36$ electron ends up somewhere other than where $n_H$ puts it.

The sign survives for a whole electron. Solving the same model for Se$^+$ ($\delta=-1$) gives $n(0;\mathrm{Se})-n(0;\mathrm{Se}^+)=-2.521$ bohr$^{-3}$: the ion has the higher density at its nucleus.

By (\ref{radn}) and $u_{nl}\propto r^{l+1}$ only $s$ shells have density at $r=0$, and their occupations did not change. The whole of $f(0)$ therefore comes from a change of shape of the $s$ orbitals, the term that (\ref{claim}) omits.

\section{The correct statement}

Write the Kohn-Sham potential as $v_s=v+v_{\rm Hxc}[n]$, and define the Hartree-exchange-correlation kernel
\begin{equation}
K(\mathbf r,\mathbf r')=\frac{\delta v_{\rm Hxc}(\mathbf r)}{\delta n(\mathbf r')}
=\frac1{|\mathbf r-\mathbf r'|}+f_{\rm xc}(\mathbf r,\mathbf r').
\label{kern}
\end{equation}
It is symmetric, being the second functional derivative of $E_{\rm Hxc}[n]$. Kernels are used as operators, $(Ka)(\mathbf r)=\int K(\mathbf r,\mathbf r')a(\mathbf r')\,d^3r'$, and $\langle a|B|b\rangle=\int a\,(Bb)\,d^3r$.

The assumptions are these. (A1) $E_{\rm Hxc}$ is twice differentiable at the density considered, for variations that change $\int n$ as well as for those that do not. (A2) Over the range of $N$ considered no level crosses the frontier level. Lower levels are full, higher ones are empty, and a $d$-fold degenerate frontier level is filled evenly, with $n_H=d^{-1}\sum_m\phi_{Hm}^2$; the degeneracy comes from a symmetry that the density keeps. (A3) The self-consistent solution is a minimum of the energy with respect to real changes of the orbitals at fixed occupations, with a second variation that is positive definite apart from rotations among equally occupied orbitals, so that it responds smoothly to small changes of $v$ and $N$.

\paragraph{Theorem.} Under (A1) to (A3),
\begin{equation}
f=n_H+\chi_sKf=n_H+\chi Kn_H,\qquad \chi=(1-\chi_sK)^{-1}\chi_s,
\label{main}
\end{equation}
where $\chi_s$ is the Kohn-Sham response function at fixed occupations and $\chi$ the interacting response function at fixed $N$. The relaxation term $\Delta=f-n_H$ has four properties.
(i) It is neutral, $\int\Delta\,d^3r=0$.
(ii) Provided that no nonzero combination of equally occupied orbitals vanishes on a region of finite volume, it vanishes identically only if the potential $Kn_H$ is constant in space.
(iii) It obeys $\int\Delta\,(Kn_H)\,d^3r\le0$.
(iv) At a zero of $n_H$, $f$ equals the relaxation of the orbitals other than the frontier ones, and $f<0$ in a neighbourhood of the zero if that relaxation is negative.

The theorem allows $f<0$. It does not force it: when $Kn_H$ is not constant, (i) and (ii) make $\Delta$ negative somewhere, but $f<0$ needs $\Delta<-n_H$.

\section{Proof}

\subsection{Differentiating the density}

By (A2), $\partial_No_i=1/d$ for each frontier orbital and zero for the others. The product rule applied to (\ref{ksn}) gives
\begin{equation}
f=\frac1d\sum_m\phi_{Hm}^2+\sum_io_i\,2\phi_i\,\partial_N\phi_i
=n_H+\sum_i2o_i\,\phi_i\,\partial_N\phi_i .
\label{split}
\end{equation}
The second sum runs over all occupied orbitals, the partly filled frontier ones included.

\subsection{The orbital response}

Let the potential in $h_s\phi_i=\varepsilon_i\phi_i$, $h_s=-\tfrac12\nabla^2+v_s$, change by $\delta v_s$. The first-order terms are
\begin{equation}
(h_s-\varepsilon_i)\,\delta\phi_i=-(\delta v_s-\delta\varepsilon_i)\,\phi_i .
\label{stern}
\end{equation}
Multiply by $\phi_i$ and integrate. The left side vanishes because $h_s$ is Hermitian and $(h_s-\varepsilon_i)\phi_i=0$, so
\begin{equation}
\delta\varepsilon_i=\int\phi_i^2\,\delta v_s\,d^3r .
\label{deps}
\end{equation}
Multiply instead by an eigenfunction $\phi_a$ with $\varepsilon_a\ne\varepsilon_i$, and set $w_{ai}=\int\phi_a\,\delta v_s\,\phi_i\,d^3r=w_{ia}$. The left side is $(\varepsilon_a-\varepsilon_i)\int\phi_a\delta\phi_i$ and the right side is $-w_{ai}$, since $\phi_a$ and $\phi_i$ are orthogonal. Normalization gives $2\int\phi_i\delta\phi_i=0$. Expanding in the complete set of eigenfunctions, continuum included,
\begin{equation}
\delta\phi_i=\sum_{a\ne i}\phi_a\,\frac{w_{ai}}{\varepsilon_i-\varepsilon_a}.
\label{dphi}
\end{equation}
Components along degenerate partners of $\phi_i$ are left out of the sum. They describe a rotation within a set of equally occupied orbitals, which does not change $\sum\phi^2$ over the set.

The density change at fixed occupations is
\begin{equation}
\delta n=\sum_i2o_i\phi_i\,\delta\phi_i=\sum_i\sum_{a\neq i}2o_i\,\frac{\phi_i\phi_a\,w_{ai}}{\varepsilon_i-\varepsilon_a}.
\end{equation}
An unordered pair $\{i,a\}$ appears twice in the double sum, once with $o_i/(\varepsilon_i-\varepsilon_a)$ and once with $o_a/(\varepsilon_a-\varepsilon_i)=-o_a/(\varepsilon_i-\varepsilon_a)$, while $\phi_i\phi_aw_{ai}$ is symmetric. Collecting the two terms gives $\delta n=\chi_s\,\delta v_s$ with
\begin{equation}
\chi_s(\mathbf r,\mathbf r')=2\sum_{\{i,a\}}\frac{o_i-o_a}{\varepsilon_i-\varepsilon_a}\,
\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_i(\mathbf r')\phi_a(\mathbf r').
\label{chis}
\end{equation}
Pairs of two full levels cancel. A pair made of a full level and a partly filled one, such as $3p$ and $4p$ in selenium, does not cancel and must be kept.

Three properties follow. The kernel is symmetric. Since $\int\phi_i\phi_a=0$ for $a\neq i$, $\chi_s$ gives zero on a constant potential and every response $\chi_sw$ is neutral. Finally
\begin{equation}
\langle w|\chi_s|w\rangle=2\sum_{\{i,a\}}\frac{o_i-o_a}{\varepsilon_i-\varepsilon_a}\,w_{ai}^2\le0,
\label{neg}
\end{equation}
because by (A2) the lower level of each pair has the larger or equal occupation, which makes every ratio negative or zero.

\subsection{Closing the equation through the kernel}

At fixed $v$ the potential $v_s$ depends on $N$ only through $n$. The chain rule, allowed by (A1), gives
\begin{equation}
\partial_Nv_s(\mathbf r)=\int\frac{\delta v_{\rm Hxc}(\mathbf r)}{\delta n(\mathbf r')}\,\partial_Nn(\mathbf r')\,d^3r'=(Kf)(\mathbf r).
\label{chain}
\end{equation}
The source in (\ref{chain}) is the full density change $f$, not $n_H$. The orbitals depend on $N$ only through $v_s$, so the sum in (\ref{split}) is $\chi_s\,\partial_Nv_s$, and
\begin{equation}
f=n_H+\chi_sKf,\qquad\text{that is}\qquad(1-\chi_sK)f=n_H .
\label{first}
\end{equation}

Now let $v$ change at fixed $N$. If the frontier level is degenerate and partly filled, a $\delta v$ that breaks the symmetry splits it and the ground state would shift charge among its members; $\chi$ is defined here with the occupations held fixed, and it is the ground-state response for perturbations that keep the symmetry, of which $Kn_H$ is one. Then $\delta v_s=\delta v+K\delta n$ and the occupations stay fixed, so $\delta n=\chi_s(\delta v+K\delta n)$, or $(1-\chi_sK)\,\delta n=\chi_s\,\delta v$. With $\delta n=\chi\,\delta v$ this is the Dyson equation, whose solution is the $\chi$ of (\ref{main}). To bring $\chi$ into (\ref{first}), substitute $f=n_H+\Delta$:
\begin{align}
\Delta&=\chi_sKn_H+\chi_sK\Delta,\nonumber\\
(1-\chi_sK)\Delta&=\chi_s\,(Kn_H),\nonumber\\
\Delta&=(1-\chi_sK)^{-1}\chi_s\,(Kn_H)=\chi Kn_H .
\label{second}
\end{align}
The added charge, placed in the frozen frontier orbital, creates the potential $Kn_H$. The system responds to it as to an external potential at fixed $N$, with the fully screened response.

\subsection{Symmetry and sign of $\chi$, and the inverse}

By (\ref{neg}), $-\chi_s$ is symmetric and non-negative and has a symmetric square root, $\chi_s=-A^2$. Put $M=1+AKA$, which is symmetric. Then
\begin{equation}
(1-\chi_sK)\,A=A+A^2KA=AM .
\end{equation}
If $M$ is invertible, $(1-\chi_sK)\,(-AM^{-1}A)=-AMM^{-1}A=-A^2=\chi_s$, so
\begin{equation}
\chi=-AM^{-1}A .
\label{chiA}
\end{equation}
This form is symmetric. It also shows that $\chi$ gives zero on constants, since $\chi_s1=0$ implies $\|A1\|^2=0$, and by symmetry that every response $\chi w$ is neutral.

The nonzero eigenvalues of $\chi_sK=-A(AK)$ equal those of $-(AK)A=1-M$: if $A(AK)x=\lambda x$ with $\lambda\neq0$, then $y=AKx$ is nonzero and $(AK)Ay=\lambda y$, and the converse follows in the same way. They are therefore real, and $1-\chi_sK$ is invertible exactly when $M$ is. A zero eigenvalue of $M$ would give a density change that sustains itself with no perturbation, $\delta n=\chi_sK\delta n$, that is, orbital changes that alter the density and solve the linearized Kohn-Sham equations with no source. These form a null direction of the second variation of the energy, which (A3) excludes.

The sign of $\chi$ follows from the minimum principle. Let $v\to v+\lambda g$ and
\begin{equation}
E(\lambda)=\min_{\{\phi\}}\Big(E_v[\{\phi\}]+\lambda\int n\,g\,d^3r\Big),
\end{equation}
the minimum being taken at fixed occupations near the solution considered. For fixed orbitals the bracket is linear in $\lambda$, and a minimum over a family of linear functions is concave, so $E''\le0$. Because the energy is stationary in the orbitals, only the explicit $\lambda$ contributes to the first derivative, $E'=\int n_\lambda g$. Differentiating again with $\partial_\lambda n=\chi g$,
\begin{equation}
E''(0)=\langle g|\chi|g\rangle\le0\quad\text{for every }g .
\label{chineg}
\end{equation}
By (\ref{chiA}) this reads $\langle Ag|M^{-1}|Ag\rangle\ge0$. The operator $M$ maps the range of $A$ into itself and is the identity on the orthogonal complement, so $M$ is positive, and every eigenvalue of $\chi_sK$ lies below $+1$. There is no such bound from below.

\subsection{The four properties}

The selenium model has shown that $f$ can be negative where $n_H$ vanishes, and (\ref{first}) and (\ref{second}) now give the orbital relaxation that (\ref{claim}) omits, with a response $\chi$ that is symmetric and never positive. What remains is to prove the four properties of $\Delta$, to treat the frontier eigenvalue and selenium through the response equation, and to examine the choice of kernel and the behaviour at integer $N$.

Numerical values quoted here were computed with a short program.
